\section*{Current of a Thin-Film Transistor with Power-Law Overdrive-Dependent Mobility, part 2}

The problem is the saturation current of an n-channel transistor whose mobility rises with the local overdrive, how $\gamma$ and the threshold are extracted from it, and what limits the current law.

The channel has width $W$, length $L$ and insulator capacitance per area $C$; the insulator thickness is $t_i$. The coordinate $x$ runs from the grounded source at $x=0$ to the drain at $x=L$. The gate is at $V_G$, the drain at $V_D$, and the threshold voltage is $V_T$. The current $I$ is positive when it enters the drain. The channel potential $V(x)$ is defined by the electron quasi-Fermi energy; $\psi$ is the electrostatic potential and $\psi_s$ its surface value. The electron charge is $-q$ with $q>0$, $k$ is the Boltzmann constant and $T$ the temperature.

The source overdrive is $V_{ov}=V_G-V_T$ and the local overdrive is $u=V_{ov}-V$. In the gradual-channel approximation the sheet charge has magnitude $Q=Cu$, including any trapped charge, and $I\,dx=WC\mu(u)u\,dV$. The effective mobility is $\mu(u)=\mu_r(u/V_r)^{\gamma}$, with $\mu_r$ its value at the reference overdrive $V_r$, and $m=\gamma+2$. For any mobility that depends on $u$ alone,
\begin{equation}
I_{sat}=\frac{W}{L}C\int_0^{V_{ov}}\mu(u)\,u\,du ,
\label{eq:gen}
\end{equation}
and for the power law
\begin{equation}
I_{sat}=\frac{W}{L}C\,\mu(V_{ov})\frac{V_{ov}^2}{m}\ \propto\ V_{ov}^{\gamma+2}.
\label{eq:sat2}
\end{equation}
In saturation $u=V_{ov}(1-x/L)^{1/m}$. The transconductance is $g_m=dI_{sat}/dV_G$ at a fixed drain voltage that keeps the device saturated.

The example has $W=50$~\textmu m, $L=20$~\textmu m, $t_i=300$~nm, $C=20.66$~nF/cm$^2$, $V_G=14$~V, $V_T=2$~V, $V_{ov}=12$~V, $\gamma=0.4$, $\mu(V_{ov})=0.538$~cm$^2$/Vs and $I_{sat}=1.67$~\textmu A, at 300~K. The closing table also lists earlier numerical checks of the current law: a resistor ladder, quadrature with a smoothly fading charge, and channels followed from the source with an imposed current until 2\% of the source charge remained.

\subsection{Corollary: what three extraction methods return}

For the power-law mobility, \eqref{eq:sat2} gives $g_m=mI_{sat}/V_{ov}$, and hence
\begin{equation}
\frac{I_{sat}}{g_m}=\frac{V_G-V_T}{\gamma+2}.
\label{eq:line}
\end{equation}
Plotted against $V_G$ this is a straight line. Its intercept is $V_T$ and its slope is $1/(\gamma+2)$, so both are found without assuming either. In the example the ratio is $12/2.4=5.0$~V.

Two other methods assume a constant mobility and return something else when $\gamma>0$. At small fixed $V_D$ the current is $(W/L)C\mu(V_{ov})V_{ov}V_D$ to leading order, and $\mu(V_{ov})V_{ov}\propto V_{ov}^{\gamma+1}$. Its derivative with respect to $V_G$ is $(\gamma+1)\mu(V_{ov})$, so that
\begin{equation}
\mu_{lin}=\frac{L}{WCV_D}\frac{dI}{dV_G}=(\gamma+1)\,\mu(V_{ov}).
\end{equation}
The square-root method reads a mobility from the slope of $\sqrt{I_{sat}}$. Since $\sqrt{I_{sat}}\propto V_{ov}^{m/2}$, its slope is $m\sqrt{I_{sat}}/(2V_{ov})$, and
\begin{align}
\mu_{root}&=\frac{2L}{WC}\left(\frac{d\sqrt{I_{sat}}}{dV_G}\right)^2
=\frac{2L}{WC}\,\frac{m^2I_{sat}}{4V_{ov}^2}\nonumber\\
&=\frac{m}{2}\,\mu(V_{ov})=\frac{\gamma+2}{2}\,\mu(V_{ov}),
\end{align}
where the second line uses \eqref{eq:sat2}. For the example the local mobility is 0.538, the linear-region value 0.753 and the square-root value 0.645~cm$^2$/Vs. The last two were also obtained by finite differences of numerically integrated currents, with $V_D=10$~mV for the linear region and 20~V for saturation. One device at one gate voltage thus yields three numbers, and a current model must be given the one that matches its own definition.

The square-root plot also misplaces the threshold. Its tangent at $V_G$ meets the voltage axis at
\begin{equation}
V_G-\frac{\sqrt{I_{sat}}}{d\sqrt{I_{sat}}/dV_G}=V_G-\frac{2V_{ov}}{m}
=V_T+\frac{\gamma}{\gamma+2}V_{ov}.
\end{equation}
In the example this is $2+12/6=4$~V, although the threshold is 2~V.

\subsection{Lemma 3: charge and potential in the accumulation layer}

The relation $Q=Cu$ with constant $V_T$ ignores the slow change of surface potential with charge. To find its size, consider a non-degenerate layer with permittivity $\varepsilon_s$, electron density $n$ and negligible field at the back of the film. Then
\begin{equation}
Q^2=2\varepsilon_s kT\,n_s
\label{eq:acc}
\end{equation}
when the surface density $n_s$ is much larger than the density $n_b$ at the back.

\textit{Proof.} Let $z$ run from the back to the insulator. Poisson's equation is $\varepsilon_s\psi''=qn$, and at fixed $V$ the Boltzmann law gives $dn/dz=(qn/kT)\psi'$. Multiply Poisson's equation by $\psi'$:
\begin{equation}
\frac{\varepsilon_s}{2}\frac{d}{dz}(\psi')^2=qn\psi'=kT\frac{dn}{dz}.
\end{equation}
Integration from the back gives $\tfrac12\varepsilon_sF_s^2=kT(n_s-n_b)$, where $F_s$ is the surface field. Gauss's law gives $Q=\varepsilon_sF_s$, and neglecting $n_b$ yields \eqref{eq:acc}. $\square$

The same integral, applied at a distance $d$ below the surface, gives $n=\varepsilon_sF^2/(2kT)$ there. Poisson's equation then reads $dF/dd=-qF^2/(2kT)$, with solution $1/F=1/F_s+qd/(2kT)$. The charge deeper than $d$ is $\varepsilon_sF$, so half of it lies within
\begin{equation}
d_{1/2}=\frac{2\varepsilon_skT}{qQ}.
\end{equation}
With a relative permittivity of 11.7 and the source charge $Q=0.248$~\textmu C/cm$^2$, this classical depth is 2.2~nm. It is shorter than the thermal wavelength of a free electron (4.3~nm at 300~K), so it is only indicative: a quantised layer of extended states against a hard wall would have a half-charge depth of about 3 to 4~nm for masses between 1 and 0.3 electron masses. It is small compared with the 300~nm insulator, which supports treating the charge at the source as a sheet. Towards the drain the depth grows as $1/Q$, as long as it stays small compared with the film thickness. For free charge in such a film it is about 18~nm where the local overdrive has fallen to 1.4~V (about 16~nm in a 100~nm film and 13~nm in a 50~nm film), still well below the insulator thickness. This estimate does not cover charge trapped in a band tail.

\subsection{Proposition 2: correction for the moving surface potential}

Let the source charge be held at $CV_{ov}$ and let the drain charge be negligible. To the accuracy of Lemma 3, the saturation current exceeds \eqref{eq:sat2} by the fraction
\begin{equation}
\frac{\delta I}{I_{sat}}=\frac{\gamma+2}{\gamma+1}\,\frac{\varphi}{V_{ov}},
\qquad \varphi=\frac{2kT}{q}.
\label{eq:diff}
\end{equation}

\textit{Proof.} Since $n_s\propto\exp[q(\psi_s-V)/kT]$, equation \eqref{eq:acc} gives $Q\propto\exp[(\psi_s-V)/\varphi]$, and therefore $d\psi_s-dV=\varphi\,dQ/Q$. The insulator drop is $Q/C$, so at fixed gate voltage $d\psi_s=-dQ/C$. Redefine $u=Q/C$. Then
\begin{equation}
dV=-du-\varphi\frac{du}{u}=-\left(1+\frac{\varphi}{u}\right)du .
\end{equation}
Insert this in $I\,dx=WC\mu(u)u\,dV$ and integrate over the channel:
\begin{align}
IL&=\frac{WC\mu_r}{V_r^{\gamma}}\int_0^{V_{ov}}\left(u^{\gamma+1}+\varphi u^{\gamma}\right)du\nonumber\\
&=\frac{WC\mu_r}{V_r^{\gamma}}\left[\frac{V_{ov}^{\gamma+2}}{\gamma+2}+\frac{\varphi V_{ov}^{\gamma+1}}{\gamma+1}\right].
\end{align}
The ratio of the second term to the first is \eqref{eq:diff}. $\square$

At 300~K, $\varphi=51.7$~mV, and the correction is $(2.4/1.4)(0.0517/12)=0.74\%$. If all the charge were free, the classical surface density would be $7.2\times10^{18}$~cm$^{-3}$, or 0.29 of a rough effective band density of $2.5\times10^{19}$~cm$^{-3}$. That ratio is not very small, and the layer is thin enough for quantisation to matter, so the classical $\varphi$ is approximate; in a quantised layer of extended states it would be about 75 to 95~mV at the source for masses between 1 and 0.3 electron masses. It also assumes free charge: if most of the charge is trapped in an exponential band tail of characteristic temperature $T_t>T$, as can happen in amorphous silicon, $\varphi$ is about $2kT_t/q$ instead. Doubling $\varphi$ would still leave a correction of only 1.5\%. The correction grows as $1/V_{ov}$, and the power law cannot be used when the overdrive is comparable with $\varphi$.

\subsection{Failure near the drain and at low overdrive}

In saturation $u=V_{ov}(y/L)^{1/m}$, where $y=L-x$ is the distance from the drain. The lateral field is therefore $du/dy=u/(my)$. The field in the insulator is $Q/(Ct_i)=u/t_i$. The two are equal at
\begin{equation}
y_c=\frac{t_i}{\gamma+2},
\end{equation}
whatever the overdrive. Closer to the drain the gradual-channel approximation has failed. Here $y_c=125$~nm, and the local overdrive there is 1.4~V.

Drain voltage beyond $V_{ov}$ falls across an end region whose length needs a two-dimensional solution. As a trial of the order of magnitude, removing one insulator thickness from $L$ raises the current by $300/19700=1.5\%$. That size applies near the onset of saturation. A rough quasi-two-dimensional estimate, with $Q=C(u+\lambda^2\,d^2V/dx^2)$ and $\lambda^2=\varepsilon_s t_s/C+t_i^2/3$ for a film thickness $t_s$ of 50 to 200~nm, raises the current by 1.3 to 2.0\% at $V_D=12$~V, by 4 to 5\% at 20~V and by 5 to 7\% at 30~V, and lowers the apparent exponent at fixed $V_D=20$~V to between 2.37 and 2.38. If the end region lengthens as the drain voltage rises, the plateau has some slope, and for the same lengthening the slope is steeper in a short channel.

The mobility law may also fail at low overdrive. The share of \eqref{eq:gen} that comes from $u<u_c$ is $(u_c/V_{ov})^{m}$, which for $u_c=1$~V is $(1/12)^{2.4}=0.26\%$. If the true mobility below 1~V were half that of the power law, the current would fall by 0.13\%. The current at high overdrive is thus insensitive to this region, and for the same reason says little about it.

\subsection{Contacts, threshold drift and temperature}

A source resistance $R$ raises the channel potential at the source end to $IR$. The overdrive there is $V_{ov}-IR$, and for a device that stays saturated
\begin{equation}
I=I_{sat}\left(1-\frac{IR}{V_{ov}}\right)^{m},
\label{eq:contact}
\end{equation}
where $I_{sat}$ is the current without the resistance. A rough value of 2000~$\Omega$\,cm for resistance times width gives $R=0.40$~M$\Omega$. The solution of \eqref{eq:contact} is 1.48~\textmu A, which is 11.4\% below the ideal current; the voltage lost is 0.59~V.

The resistance also disturbs the extraction by \eqref{eq:line}. Differentiate the logarithm of \eqref{eq:contact} with respect to $V_G$, using $I_{sat}\propto V_{ov}^m$, so that $I\propto(V_{ov}-IR)^m$:
\begin{equation}
\frac{g_m}{I}=\frac{m(1-Rg_m)}{V_{ov}-IR}
\quad\Longrightarrow\quad
\frac{I}{g_m}=\frac{V_{ov}}{m}+\left(1-\frac1m\right)IR .
\end{equation}
The implication follows on multiplying by $(V_{ov}-IR)I/(mg_m)$ and collecting the terms in $IR$. In the example $I/g_m$ rises from 5.0 to 5.34~V. Read through \eqref{eq:line} at this single bias with the correct $V_T$, it would give $\gamma=12/5.34-2=0.25$ instead of 0.4. The slope-and-intercept reading is disturbed more. The slope is now $1/m+(1-1/m)Rg_m$ with $Rg_m=0.11$, the plot is curved, and its tangent at $V_G=14$~V returns $\gamma=0.08$ and a threshold of 2.9~V. The contact resistance must therefore be known, or made negligible by a long channel, before $\gamma$ is assigned to the mobility.

A threshold rise of 1~V at fixed gate voltage multiplies the ideal current by $(11/12)^{2.4}$, a fall of 18.8\%. The next estimate holds $\gamma$ fixed, which is a simplification: for charge trapped in an exponential band tail $\gamma=2(T_t/T-1)$, which for $T_t=360$~K falls from 0.40 to 0.18 between 300 and 330~K. The estimate is also sensitive to the activation energy, and 0.15~eV would give a factor of 1.70. If the mobility is thermally activated with a rough energy of 0.08~eV, heating from 300 to 330~K at fixed $\gamma$ and $V_T$ multiplies the current by
\begin{equation}
\exp\left[\frac{0.08\ \text{eV}}{k}\left(\frac1{300\ \text{K}}-\frac1{330\ \text{K}}\right)\right]=1.325 .
\end{equation}

\subsection{Insulator field and tunnelling}

If the whole gate voltage falls across the insulator at the source end, the field is $F=14$~V$/300$~nm $=0.47$~MV/cm. Breakdown fields of good nitride films are roughly several MV/cm. For tunnelling through a triangular barrier of height $\Phi$ and carrier mass $m_t$, the barrier width is $\Phi/(qF)$, and the semiclassical transmission is of order $e^{-B}$. With $\xi=qFz/\Phi$, where $z$ is now the depth into the insulator,
\begin{align}
B&=\frac{2}{\hbar}\int_0^{\Phi/qF}\sqrt{2m_t(\Phi-qFz)}\,dz
=\frac{2\Phi\sqrt{2m_t\Phi}}{\hbar qF}\int_0^1\sqrt{1-\xi}\,d\xi\nonumber\\
&=\frac{4\sqrt{2m_t}\,\Phi^{3/2}}{3\hbar qF},
\end{align}
since the last integral is $2/3$. A rough barrier of 2.0~eV and a mass of 0.4 electron masses give $B=262$, so direct emission into the insulator at the source end is negligible. At the drain end the field is $|V_G-V_D|/t_i$, reversed when $V_D>V_G$; at $V_D=30$~V it is 0.53~MV/cm and the same barrier gives $B=229$, also negligible. Leakage assisted by traps is not covered by this estimate.

\subsection{The example beside real devices}

The parameters lie in the rough regime of amorphous-silicon display transistors, with a nitride insulator of a few hundred nanometres and a mobility somewhat below 1~cm$^2$/Vs. The 20~\textmu m channel was chosen to suit a long-channel law. In a shorter channel at the same voltages the current is larger, so the same contact resistance takes a larger part of the overdrive. The model also holds the threshold constant in time, whereas in such devices it drifts under prolonged gate bias; the first volt of upward drift costs about 19\% of the current here. For the inputs chosen, heating by 30~K, a threshold rise of 1~V and the contact resistance each change the current by between 11 and 33 per cent, while the corrections to the electrostatics estimated above are one to two per cent near the onset of saturation and several per cent at drain voltages of 20 to 30~V. The 1.67~\textmu A is therefore the current of the ideal model. A design that relies on the current law \eqref{eq:sat2} needs a long channel kept in saturation, a stable threshold, a controlled temperature, a small source voltage drop and an overdrive well above $\varphi$. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
width W = 50 um
length L = 20 um
insulator thickness = 300 nm
insulator relative permittivity = 7.0
semiconductor relative permittivity = 11.7
gate voltage = 14.0 V, threshold = 2.0 V
overdrive = 12.0 V, temperature = 300 K
gamma = 0.4 (no unit)
reference mobility = 0.50 cm2/Vs at 10 V
gate capacitance = 20.66 nF/cm2
local mobility at source = 0.5378 cm2/Vs
triode current, V_D = 6 V: 1.3509 uA
same, resistor ladder: 1.3509 uA
saturation current, formula = 1.6667 uA
numerical current, V_D = 13 V: 1.6667 uA
numerical current, V_D = 20 V: 1.6667 uA
numerical current, V_D = 30 V: 1.6667 uA
numerical current, half overdrive = 0.3158 uA
numerical saturation exponent = 2.4000 (no unit)
ratio to square law = 0.8333 (no unit)
saturated overdrive at mid-channel = 8.990 V
2% charge point at I_sat: x/L = 0.99992
2% charge point at 1.02 I_sat: x/L = 0.98031
I_sat/g_m = 5.0000 V
linear-region extracted mobility = 0.7528 cm2/Vs
square-root extracted mobility = 0.6454 cm2/Vs
gradual-channel failure distance = 125.0 nm
overdrive at that distance = 1.448 V
rise if L shortened by insulator thickness = 1.52 %
current share below 1 V overdrive = 0.257 %
thermal slope voltage 2kT/q = 51.70 mV
diffusion correction = +0.739 %
rough source resistance times width = 2000 ohm cm
source resistance = 0.40 Mohm
current with source resistance = 1.4766 uA
source resistance effect = -11.4 %
effect of +1 V threshold drift = -18.8 %
rough mobility activation energy = 0.08 eV
current change at 330 K = +32.5 %
source sheet charge = 0.2479 uC/cm2
half-charge depth, classical = 2.16 nm
surface density, all carriers free = 7.16e+18 cm^-3
rough effective band density = 2.5e+19 cm^-3
degeneracy ratio, upper estimate = 0.29 (no unit)
insulator field, upper estimate = 0.467 MV/cm
rough tunnel barrier = 2.0 eV, mass = 0.4 m_e
tunnelling exponent = 262 (no unit)
\end{verbatim}
